\section*{The A1, E and T2 valley states of a silicon donor}

\section{Valley states of a substitutional donor}

A calculation of the lowest donor levels in silicon must settle early what to do with the six conduction valleys. One can set up a $6\times6$ matrix for every impurity potential and diagonalize it numerically, or fix the combinations of valleys beforehand and compute three numbers. The second course is justified if tetrahedral symmetry determines the combinations completely. It does so for the 1s manifold, under conditions that also show which matrix elements are needed and when the reduction fails.

\subsection{The six functions and their phases}

Hartree atomic units are used. Let $a$ be the cubic lattice constant. The minima lie at distance $k_0$ from the zone centre along the cubic axes, and are ordered
\begin{equation}
 j=+x,\,-x,\,+y,\,-y,\,+z,\,-z .
 \label{eq:order}
\end{equation}
In the effective-mass description the valley functions are
\begin{equation}
 \chi_j(\mathbf r)=F_j(\mathbf r)\,\phi_j(\mathbf r),
 \label{eq:chi}
\end{equation}
where $\phi_j$ is the Bloch function at $\mathbf k_j$ and $F_j$ is a real 1s envelope with the symmetry of the mass ellipsoid of valley $j$. Spin is omitted; without spin-orbit coupling it doubles every degeneracy found below.

Place the origin at the donor nucleus. Its neighbours lie at $\tfrac a4(1,1,1)$, $\tfrac a4(1,-1,-1)$, $\tfrac a4(-1,1,-1)$ and $\tfrac a4(-1,-1,1)$. The group $T_d$ consists of the permutations of $x,y,z$ combined with an even number of sign changes: $6\times4=24$ operations. Each maps the face-centred cubic lattice onto itself and the four neighbours among themselves. It is therefore a symmetry of the crystal about this origin, without a fractional translation. The impurity potential and any lattice relaxation are assumed to keep this symmetry.

An operation acts on a function by $(g\phi)(\mathbf r)=\phi(g^{-1}\mathbf r)$. The function $g\phi_j$ has wavevector $g\mathbf k_j$ and the same energy as $\phi_j$. Write $gj$ for the valley at $g\mathbf k_j$. If the band is nondegenerate there,
\begin{equation}
 g\phi_j=e^{i\theta}\phi_{gj},
 \label{eq:phase}
\end{equation}
with a phase that may depend on $g$ and $j$. Since $g$ leaves the origin fixed, evaluation at $\mathbf r=0$ gives
\begin{equation}
 \phi_j(0)=e^{i\theta}\phi_{gj}(0).
 \label{eq:origin}
\end{equation}
All six values thus have the same modulus. Suppose that it is not zero, and choose the free phase of each Bloch function so that $\phi_j(0)=\phi(0)>0$. Equation \eqref{eq:origin} then requires $e^{i\theta}=1$. The envelopes satisfy $gF_j=F_{gj}$, because each is axially symmetric about its valley axis and even along it. Hence
\begin{equation}
 g\chi_j=\chi_{gj}.
 \label{eq:permute}
\end{equation}
The six functions are permuted without signs or phases.

Time reversal adds a reality property. The function $\phi_{+z}^*$ has wavevector $-\mathbf k_{+z}$ and is positive at the origin, so it equals $\phi_{-z}$. The same holds on the other axes. A sum over opposite valleys is therefore real, and a difference is purely imaginary; a common factor $-i$ makes the difference real without changing the state.

The condition $\phi(0)\neq0$ does real work. The four operations that leave $+z$ in place are the identity, the twofold rotation about $z$ and two diagonal mirrors. Had $\phi_{+z}$ changed sign under both mirrors, it would vanish at the origin and the representation would be different, as shown below.

\subsection{Characters and reduction}

By \eqref{eq:permute}, the character $\chi(g)$ is the number of valleys that $g$ leaves in place. The identity leaves six. A threefold rotation permutes the axes cyclically and leaves none. A twofold rotation about $z$ leaves $\pm z$. A diagonal mirror, such as $x\leftrightarrow y$, also leaves $\pm z$. A fourfold rotation-reflection about $z$ exchanges $+z$ with $-z$ and moves the other four, so it leaves none. With the irreducible characters this gives
\begin{equation}
\begin{array}{c|rrrrr}
 & E & 8C_3 & 3C_2 & 6S_4 & 6\sigma_d\\ \hline
A_1&1&1&1&1&1\\
A_2&1&1&1&-1&-1\\
E&2&-1&2&0&0\\
T_1&3&0&-1&1&-1\\
T_2&3&0&-1&-1&1\\ \hline
\text{valleys}&6&0&2&0&2
\end{array}
\label{eq:table}
\end{equation}
The multiplicity of an irreducible representation $\Gamma$ is
\begin{equation}
 n_\Gamma=\frac1{24}\sum_g\chi_\Gamma(g)^*\chi(g).
 \label{eq:mult}
\end{equation}
The threefold rotations and the $S_4$ operations drop out because their valley character is zero. What remains is
\begin{align}
 n_{A_1}&=\tfrac1{24}(6+3\cdot2+6\cdot2)=1,\nonumber\\
 n_{A_2}&=\tfrac1{24}(6+3\cdot2-6\cdot2)=0,\nonumber\\
 n_E&=\tfrac1{24}(2\cdot6+3\cdot2\cdot2)=1,\label{eq:reduction}\\
 n_{T_1}&=\tfrac1{24}(3\cdot6-3\cdot2-6\cdot2)=0,\nonumber\\
 n_{T_2}&=\tfrac1{24}(3\cdot6-3\cdot2+6\cdot2)=1.\nonumber
\end{align}
The manifold is $A_1+E+T_2$, of dimension $1+2+3=6$.

In the excluded case of a Bloch function odd under both mirrors, the last entry of the valley row would be $-2$. The terms $\pm6\cdot2$ in \eqref{eq:reduction} would change sign, and the result would be $A_2+E+T_1$. Counting valleys alone is thus insufficient; the symmetry of the Bloch function about the donor site also enters.

\subsection{Projection onto explicit combinations}

The projector onto $\Gamma$, of dimension $d_\Gamma$, is
\begin{equation}
 P_\Gamma=\frac{d_\Gamma}{24}\sum_g\chi_\Gamma(g)^*\,g .
 \label{eq:projector}
\end{equation}
Apply it to $\chi_{+z}$. Exactly four operations carry $+z$ to any given valley, and they fall into three cases:
\begin{itemize}
\item To $+z$: the identity, $C_2$ about $z$, and two mirrors.
\item To $-z$: $C_2$ about $x$, $C_2$ about $y$, and two $S_4$ operations about $z$.
\item To each perpendicular valley: two $C_3$ operations, one mirror and one $S_4$.
\end{itemize}
Let $\Sigma_\perp=\chi_{+x}+\chi_{-x}+\chi_{+y}+\chi_{-y}$. For $A_1$ every character is one, so each valley receives $4/24$:
\begin{equation}
 P_{A_1}\chi_{+z}=\tfrac16(\chi_{+z}+\chi_{-z}+\Sigma_\perp).
 \label{eq:pa}
\end{equation}
For $E$ the character sums in the three cases are $2+2+0+0=4$, $2+2+0+0=4$ and $-1-1+0+0=-2$. With the prefactor $2/24$,
\begin{equation}
 P_E\chi_{+z}=\tfrac13(\chi_{+z}+\chi_{-z})-\tfrac16\Sigma_\perp .
 \label{eq:pe}
\end{equation}
For $T_2$ they are $3-1+1+1=4$, $-1-1-1-1=-4$ and $0+0+1-1=0$. With the prefactor $3/24$,
\begin{equation}
 P_{T_2}\chi_{+z}=\tfrac12(\chi_{+z}-\chi_{-z}).
 \label{eq:pt}
\end{equation}
The three projections add up to $\chi_{+z}$: the coefficient of $\chi_{+z}$ is $\tfrac16+\tfrac13+\tfrac12=1$, that of $\chi_{-z}$ is $\tfrac16+\tfrac13-\tfrac12=0$, and $\Sigma_\perp$ cancels. Nothing has been lost.

Normalizing \eqref{eq:pa} and \eqref{eq:pe} gives the $A_1$ vector and the first $E$ vector. For the second, apply $P_E$ to $\chi_{+x}$ and to $\chi_{+y}$. The coefficients are $\tfrac16(2,2,-1,-1,-1,-1)$ and $\tfrac16(-1,-1,2,2,-1,-1)$. Their difference is $\tfrac12(1,1,-1,-1,0,0)$, which is normalized and orthogonal to the first. The $T_2$ partners follow from \eqref{eq:pt} applied on each axis. In the order \eqref{eq:order},
\begin{align}
 A_1:\quad &\tfrac1{\sqrt6}(1,1,1,1,1,1),\nonumber\\
 E:\quad &\tfrac1{\sqrt{12}}(-1,-1,-1,-1,2,2),\quad
 \tfrac12(1,1,-1,-1,0,0),\label{eq:vectors}\\
 T_2:\quad &\tfrac1{\sqrt2}(1,-1,0,0,0,0),\quad
 \tfrac1{\sqrt2}(0,0,1,-1,0,0),\nonumber\\
 &\tfrac1{\sqrt2}(0,0,0,0,1,-1).\nonumber
\end{align}
The $E$ pair transforms like $2z^2-x^2-y^2$ and $x^2-y^2$, and the $T_2$ triplet like $x,y,z$. Any orthogonal rotation within the pair or within the triplet is an equally valid basis.

\subsection{Energies from three matrix elements}

Let $H_{ij}=\langle\chi_i|H|\chi_j\rangle$ for a Hamiltonian with $T_d$ symmetry. Equation \eqref{eq:permute} implies $H_{gi,gj}=H_{ij}$, so elements that symmetry connects are equal. All six diagonal elements are connected, and so are all six ordered pairs of opposite valleys. There are $6\times4=24$ ordered pairs of perpendicular valleys. An operation carrying $(+x,+y)$ to a chosen pair has two axes and their signs prescribed; the third sign then follows from the requirement of an even number of minuses. One operation therefore reaches each pair, and all 24 elements are equal. Three constants remain:
\begin{equation}
 H_{ij}=\begin{cases}
 \Delta_0,& i=j,\\
 \Delta_1,& i,j\ \text{opposite},\\
 \Delta_2,& i,j\ \text{perpendicular}.
 \end{cases}
 \label{eq:matrix}
\end{equation}
Each class contains the reversed pair, so $H_{ij}=H_{ji}$. Hermiticity gives $H_{ij}=H_{ji}^*$, and all three constants are real.

Now let \eqref{eq:matrix} act on \eqref{eq:vectors}. For $A_1$, each row contains one $\Delta_0$, one $\Delta_1$ and four $\Delta_2$. For the first $E$ vector, the $+z$ row gives $2\Delta_0+2\Delta_1-4\Delta_2$, which is $2(\Delta_0+\Delta_1-2\Delta_2)$. The $+x$ row gives $-\Delta_0-\Delta_1+(-1-1+2+2)\Delta_2$, which is $-1$ times the same factor. For the $x$ member of $T_2$, the $+x$ row gives $\Delta_0-\Delta_1$ times the prefactor, the $-x$ row its negative, and the other rows $\Delta_2-\Delta_2=0$. Hence, for orthonormal $\chi_j$,
\begin{align}
 E_{A_1}&=\Delta_0+\Delta_1+4\Delta_2,\nonumber\\
 E_E&=\Delta_0+\Delta_1-2\Delta_2,\label{eq:levels}\\
 E_{T_2}&=\Delta_0-\Delta_1.\nonumber
\end{align}
The weighted mean $(E_{A_1}+2E_E+3E_{T_2})/6$ equals $\Delta_0$, since the intervalley terms cancel. The two splittings are
\begin{equation}
 E_E-E_{A_1}=-6\Delta_2,\qquad
 E_E-E_{T_2}=2(\Delta_1-\Delta_2).
 \label{eq:splittings}
\end{equation}
Without intervalley coupling, $\Delta_1=\Delta_2=0$ and the sixfold degeneracy of the single-valley treatment returns. Symmetry restricts neither the signs nor the sizes of the couplings, so it does not fix the order of the levels.

If the valley functions overlap, their overlap matrix has the form \eqref{eq:matrix} with constants $S_0,S_1,S_2$. The vectors \eqref{eq:vectors} diagonalize it too, and each energy becomes a ratio; for $A_1$ it is $(\Delta_0+\Delta_1+4\Delta_2)/(S_0+S_1+4S_2)$.

Several envelopes per valley change the situation. A given label can then occur more than once, and symmetry separates the blocks without fixing the coefficients inside them. The vectors \eqref{eq:vectors} are fixed by symmetry because each label occurs once in the six-function space.

\subsection{The central cell and its contact limit}

At the donor all six $\chi_j$ equal $F(0)\phi(0)$. The coefficients of the $E$ and $T_2$ vectors sum to zero, so those states vanish there. The $A_1$ coefficients sum to $6/\sqrt6=\sqrt6$, and
\begin{equation}
 |\psi_{A_1}(0)|^2=6F(0)^2\phi(0)^2 .
 \label{eq:density}
\end{equation}
For a contact perturbation $W\delta(\mathbf r)$, every matrix element is $WF(0)^2\phi(0)^2$, so $\Delta_0=\Delta_1=\Delta_2$. Equation \eqref{eq:levels} then gives, to first order in $W$,
\begin{equation}
 \delta E_{A_1}=6WF(0)^2\phi(0)^2,\qquad
 \delta E_E=\delta E_{T_2}=0 .
 \label{eq:contact}
\end{equation}
An attractive contact term lowers $A_1$ alone, and a repulsive one raises it.

A finite range brings in the other states at different rates. Where the wavefunctions are smooth at the origin, a $T_2$ state can start with a term linear in $x,y,z$. An $E$ state cannot, because linear functions contain no $E$ representation; it starts at second order. Near the donor the densities therefore grow at least as $r^2$ and $r^4$ respectively. For a narrow well of width $\sigma$ and fixed volume integral, the leading shifts scale as $\sigma^2$ for $T_2$ and $\sigma^4$ for $E$. The $\sigma^4$ law needs the smoothness. A Coulomb 1s envelope in an anisotropic valley has a direction-dependent cusp, which gives the $E$ combination a small term proportional to $r$; for a sufficiently narrow well its shift then also falls only as $\sigma^2$.

\subsection{A numerical model}

The example uses a diamond-lattice crystal with $a=10$ bohr and round local pseudopotential form factors. It has silicon's valley arrangement but is not a quantitative model of silicon. Each Bloch function is expanded in 137 plane waves. This truncation is part of the model: it preserves the symmetry but affects the numbers slightly. With 749 waves the Bloch density at the donor, and with it the contact shift, is about 3\% smaller, while the levels in \eqref{eq:example} change by less than 0.5 $\mu$hartree. With 137 waves, the conduction-band minimum on the cubic axis lies at $k_0=0.8651\,(2\pi/a)$. The envelopes are Gaussians, $F_j=F(0)\exp(-\rho^2/w_t^2-\zeta^2/w_l^2)$, with $\zeta$ along the valley axis, $\rho$ the distance from that axis, $w_t=40$ bohr and $w_l=25$ bohr. They lack the cusp of a Coulomb 1s function. The Bloch functions have mean square one, so normalization of the envelope gives
\begin{equation}
 F(0)^2=\frac{(2/\pi)^{3/2}}{w_t^2w_l}
 =1.270\times10^{-5}\ \text{bohr}^{-3}.
 \label{eq:fzero}
\end{equation}
The overlap matrix differs from the identity by at most about $10^{-14}$, so \eqref{eq:levels} applies without correction. For opposite valleys the envelope width is not the reason. Their wavevectors differ by only $0.27\,(2\pi/a)$ from a reciprocal vector of length $4\pi/a$, where the envelope factor is still about $0.1$; the overlap vanishes because the fourfold screw axis of the diamond lattice makes the corresponding Bloch overlap zero.

The perturbation is a sum of Gaussian wells $\exp(-\alpha r^2)$ with $\alpha=0.5$ bohr$^{-2}$, of strength $-1.0$ hartree on the donor and $-0.1$ hartree on each neighbour. The $6\times6$ matrix was computed from six separately determined Bloch functions, without imposing \eqref{eq:matrix}. It has that form, with
\begin{equation}
 (\Delta_0,\Delta_1,\Delta_2)=(-237.5,\,-22.4,\,-68.6)\ \mu\text{hartree}.
 \label{eq:numbers}
\end{equation}
Keeping one more digit in the arithmetic,
\begin{align}
 E_{A_1}&=-237.48-22.42-4(68.63)=-534.4,\nonumber\\
 E_E&=-237.48-22.42+2(68.63)=-122.6,\label{eq:example}\\
 E_{T_2}&=-237.48+22.42=-215.1,\nonumber
\end{align}
all in $\mu$hartree. Direct diagonalization gives the same levels with degeneracies 1, 2 and 3, and so does real-space integration of the potential over the densities of the states \eqref{eq:vectors}. These are first-order shifts due to the short-range potential alone, not binding energies. The donor well is not weak: by itself it would bind a free electron. The numbers therefore illustrate the symmetry and are not reliable estimates of the full shifts. Relative to $A_1$, the $T_2$ level lies higher by 319.4 $\mu$hartree (8.69 meV) and the $E$ level by 411.8 $\mu$hartree (11.2 meV). To this order $T_2$ lies below $E$ in the model because $\Delta_2$ is more negative than $\Delta_1$, as \eqref{eq:splittings} requires.

The Bloch density at the donor is $\phi(0)^2=0.769$. Equation \eqref{eq:density} gives $6(1.270\times10^{-5})(0.769)=5.86\times10^{-5}$ bohr$^{-3}$. This is the density of a smooth pseudo-wavefunction and should not be used for a hyperfine coupling, which needs the wavefunction in the atomic core.

For a contact strength $W=-10$ hartree bohr$^3$, \eqref{eq:contact} predicts an $A_1$ shift of $-585.6$ $\mu$hartree. A very narrow Gaussian, with $\alpha=10^4$ bohr$^{-2}$ and the same volume integral, reproduces this value. It shifts $T_2$ by $-0.0048$ $\mu$hartree ($-0.0045$ with 749 waves) and $E$ by less than the last printed digit, in keeping with the different powers of $\sigma$.

The wider donor well is not in this limit. Its volume integral is $-(\pi/0.5)^{3/2}=-15.7$ hartree bohr$^3$, for which \eqref{eq:contact} would give about $-920$ $\mu$hartree. The full $A_1$ shift is $-534$ $\mu$hartree, and the attractive neighbour wells can only have made it more negative. The contact formula thus overestimates the donor well's contribution by a factor of at least 1.7. The well's root-mean-square width along each axis is $1/\sqrt{2\alpha}=1$ bohr, which is not small compared with $1/k_0\approx1.8$ bohr. This is only part of the reason. The valley phases $e^{i\mathbf k_j\cdot\mathbf r}$ alone would reduce the $A_1$ shift by the factor $6/(1+e^{-k_0^2/\alpha}+4e^{-k_0^2/2\alpha})\approx1.3$; the remainder comes from the variation of the cell-periodic part of the Bloch functions across the well.

\subsection{When the site symmetry is lower}

Changing the well on one neighbour from $-0.1$ to $-0.2$ hartree leaves only the operations that preserve that bond, the group $C_{3v}$. On its classes $(E,2C_3,3\sigma_v)$ the $T_2$ characters are $(3,0,1)=(1,1,1)+(2,-1,0)$: a singlet and a doublet. The former $E$ level has characters $(2,-1,0)$ and stays a doublet. The computed levels are
\begin{equation}
 -549.0,\quad -259.6,\quad -222.3\,(\times2),\quad
 -135.5\,(\times2)\ \ \mu\text{hartree}.
 \label{eq:broken}
\end{equation}
The triplet has split as predicted. Both singlets now share one symmetry label, as do both doublets, so the vectors \eqref{eq:vectors} may mix within each type and no longer have to be eigenvectors. A donor paired with another defect, or one displaced from its site, therefore calls for the full $6\times6$ matrix, or for a reduction under the symmetry that remains. The complete numerical output follows this section.

\section*{Computed values}
\begin{verbatim}
lattice constant: 10.0 bohr
form factor at |G|^2=3 (2pi/a)^2: -0.10 hartree
form factor at |G|^2=8 (2pi/a)^2: 0.02 hartree
form factor at |G|^2=11 (2pi/a)^2: 0.04 hartree
plane waves per valley: 137
valley position k0: 0.8651 (2pi/a)
envelope widths, transverse and longitudinal: 40, 25 bohr
Bloch density at donor phi(0)^2: 0.7686 (mean = 1)
envelope density F(0)^2: 1.2699e-05 bohr^-3
largest overlap-matrix error: 1.2e-14
character E: 6.000
character 8C3: -0.000
character 3C2: 2.000
character 6S4: -0.000
character 6sigma_d: 2.000
multiplicity A1: 1.000
multiplicity A2: 0.000
multiplicity E: 1.000
multiplicity T1: 0.000
multiplicity T2: 1.000
Gaussian exponent: 0.5 bohr^-2
well strength, donor and neighbours: -1.0, -0.1 hartree
matrix element same d0: -237.475 microhartree
matrix element opposite d1: -22.424 microhartree
matrix element perpendicular d2: -68.629 microhartree
level A1 from formula: -534.415 microhartree
level E from formula: -122.641 microhartree
level T2 from formula: -215.051 microhartree
six eigenvalues (microhartree): -534.415 -215.051 -215.051 -215.051 -122.641 -122.641
quadrature A1,E,E,T2,T2,T2 (microhartree): -534.415 -122.641 -122.641 -215.051 -215.051 -215.051
splitting E - A1: 411.774 microhartree = 11.205 meV
splitting T2 - A1: 319.364 microhartree = 8.690 meV
A1 density at donor: 5.8559e-05 bohr^-3
largest E or T2 density at donor: 7.8e-34 bohr^-3
contact strength W: -10.0 hartree bohr^3
narrow-well exponent: 10000 bohr^-2
contact A1 shift, formula: -585.593 microhartree
narrow-well A1 shift: -585.583 microhartree
narrow-well E shift: -0.0000 microhartree
narrow-well T2 shift: -0.0048 microhartree
C3v control, changed neighbour strength: -0.2 hartree
C3v control levels (microhartree): -548.950 -259.576 -222.293 -222.293 -135.480 -135.480
\end{verbatim}
